# Chemical Potentials in Ternary Triangles and on Tie Lines

## The decision: how many potentials are inputs?

The excess energy of a contact between a compound and an oxide depends on a free chemical potential when the atom numbers of the calculated cell are not a linear combination of the compositions of the two adjoining phases. Let the cell have Gibbs energy $G_{\rm cell}$ and atom numbers $N=(N_A,N_B,N_X)$. Its excess energy is

$$
\Delta G=G_{\rm cell}-N\cdot\mu,\qquad \mu=(\mu_A,\mu_B,\mu_X).
$$

The code must know which components of $\mu$ follow from the phases present and which must be supplied. If three phases of independent composition coexist, none is supplied. If two coexist, one parameter is supplied, within limits set by the other phases. Setting all three freely would in general describe reservoirs that are not in equilibrium with the contact.

Temperature $T$ and pressure $p$ are fixed throughout. A compound $\phi$ has composition vector $n_\phi$, the numbers of A, B and X atoms per formula unit, and Gibbs energy $g_\phi$ per formula unit. All energies are measured from the elements at the same $T$ and $p$, so an elemental phase has $g=0$. Strain, interface and charge energies are left out of the bulk equilibrium. The algebra holds in atomic units, with $k_B$ in hartree per kelvin; numbers are in eV.

## Conditions for coexistence

Let $m_\phi\ge 0$ be the number of formula units of phase $\phi$. Equilibrium minimizes the energy at given amounts $N$ of the elements:

$$
G_{\min}(N)=\min_{m}\sum_\phi m_\phi g_\phi,
\qquad \sum_\phi m_\phi n_\phi=N .
$$

This function is convex: mixing the best states for two compositions gives an allowed state for the mixed composition, and the true minimum cannot lie above it. If all three elements are present, a convex function has at least one supporting plane at $N$. Call its slope $\mu$:

$$
G_{\min}(N')\ge G_{\min}(N)+\mu\cdot(N'-N)\quad\text{for all }N'. \tag{1}
$$

Scaling a system scales its energy, $G_{\min}(\lambda N)=\lambda G_{\min}(N)$. Putting $N'=\lambda N$ into (1) gives

$$
(\lambda-1)\,[G_{\min}(N)-\mu\cdot N]\ge0 .
$$

Since $\lambda-1$ may have either sign, the bracket vanishes, and $G_{\min}(N)=\mu\cdot N$. Then (1) reads $G_{\min}(N')\ge\mu\cdot N'$. For $N'=n_\phi$, one unit of $\phi$ is an allowed state, so

$$
n_\phi\cdot\mu\le G_{\min}(n_\phi)\le g_\phi. \tag{2}
$$

For the equilibrium amounts,

$$
\sum_\phi m_\phi(g_\phi-n_\phi\cdot\mu)=G_{\min}(N)-N\cdot\mu=0 .
$$

No term is negative, so each must vanish. Every phase that is present therefore obeys

$$
n_\phi\cdot\mu=g_\phi. \tag{3}
$$

Conversely, suppose some $\mu$ obeys (3) for the phases present and (2) for all others. Any other state with the same $N$ has energy $\sum m'_\phi g_\phi\ge\sum m'_\phi n_\phi\cdot\mu=N\cdot\mu$, which is the energy of the proposed state. That state is then an equilibrium state. Equations (2) and (3) are thus a complete test of coexistence.

## Counting the freedom

For a compound, $n_\phi$ and $g_\phi$ are constants. Changing $\mu$ while the phase stays in equilibrium requires, from (3),

$$
n_\phi\cdot d\mu=0. \tag{4}
$$

The number of parameters left free by the equalities (3) is therefore

$$
F=3-\operatorname{rank}(\text{matrix with rows }n_\phi). \tag{5}
$$

For $P\le3$ phases of independent composition the rank is $P$, and (5) becomes the phase rule at fixed $T$ and $p$, $F=3-P$. The inequalities (2) limit the range of these parameters, and for special energies they can shrink it to a point.

### Three phases

If $M$ has the three composition vectors as rows and $\det M\ne0$, equation (3) has one solution,

$$
\mu=M^{-1}g .
$$

The amounts $m_\phi$ do not appear in it. Moving the overall composition inside the triangle changes the amounts and leaves all potentials unchanged.

The determinant has a geometrical meaning. Divide each row by its number of atoms to get atomic fractions $(x_A,x_B,x_X)$. Adding the second and third columns to the first does not change the determinant and turns the first column into ones, because the fractions sum to one:

$$
\det\begin{pmatrix}x_A^1&x_B^1&x_X^1\\x_A^2&x_B^2&x_X^2\\x_A^3&x_B^3&x_X^3\end{pmatrix}
=\det\begin{pmatrix}1&x_B^1&x_X^1\\1&x_B^2&x_X^2\\1&x_B^3&x_X^3\end{pmatrix}.
$$

The right side is twice the signed area of the triangle in the $(x_B,x_X)$ plane. The whole diagram has area $1/2$ there, so the absolute determinant is the triangle's share of the diagram. It vanishes when the three compositions lie on one line.

### Two phases

For two different compositions, (4) requires $d\mu$ to be perpendicular to both vectors. The solutions of (3) form the line

$$
\mu=\mu_0+s\,v,\qquad v\propto n_1\times n_2, \tag{6}
$$

where $\mu_0$ is any one solution. Inserting (6) into (2) for each absent phase $k$ gives

$$
s\,(n_k\cdot v)\le g_k-n_k\cdot\mu_0. \tag{7}
$$

A positive $n_k\cdot v$ gives an upper limit on $s$, and a negative one a lower limit. If $n_k\cdot v=0$, phase $k$ is collinear with the pair, and (7) is a condition without $s$.

At a finite end of the window, some phase $k$ reaches equality in (7). Since $n_k\cdot v\neq0$, its composition is independent of $n_1$ and $n_2$, so the three phases form a triangle. The ends of the window are the potentials of the triangles adjoining the tie line.

## Worked model: all triangles

The model has a substrate B, a metal A and an oxidant X whose elemental form is the gas X$_2$. At 1000 K the Gibbs energies per formula unit are chosen as $-1.2$ eV for AB$_2$, $-8.8$ eV for AX$_2$, $-9.0$ eV for BX$_2$ and $-18.0$ eV for ABX$_4$.

For AB$_2$, BX$_2$ and ABX$_4$, equation (3) reads, in eV,

$$
\mu_A+2\mu_B=-1.2,\quad \mu_B+2\mu_X=-9.0,\quad
\mu_A+\mu_B+4\mu_X=-18.0 .
$$

Twice the second equation gives $4\mu_X=-18.0-2\mu_B$. Substitution into the third leaves $\mu_A-\mu_B=0$. The first then gives $3\mu_B=-1.2$, so

$$
\mu_A=\mu_B=-0.4,\qquad \mu_X=\tfrac12(-9.0+0.4)=-4.3 .
$$

The determinant of the three composition vectors is 6. Dividing by the atom numbers $3\cdot3\cdot6=54$ gives a share of 0.111.

Solving every triple in this way and keeping those that satisfy (2) gives six triangles:

| Phases | $\mu_A$ (eV) | $\mu_B$ (eV) | $\mu_X$ (eV) |
|---|---:|---:|---:|
| A, AB$_2$, AX$_2$ | 0 | −0.600 | −4.400 |
| B, AB$_2$, BX$_2$ | −1.200 | 0 | −4.500 |
| AB$_2$, AX$_2$, ABX$_4$ | −0.133 | −0.533 | −4.333 |
| AB$_2$, BX$_2$, ABX$_4$ | −0.400 | −0.400 | −4.300 |
| X, AX$_2$, ABX$_4$ | −8.800 | −9.200 | 0 |
| X, BX$_2$, ABX$_4$ | −9.000 | −9.000 | 0 |

Their shares sum to one. As long as the triangles do not overlap, this tests that no part of the diagram has been missed; if four phases share the same potentials, their triangles overlap and the sum exceeds one. In a second test, the total energy was minimized directly for two mixtures in each triangle. Its slopes $\partial G_{\min}/\partial N_i$ agreed with the potentials above in both mixtures.

## Worked model: the contact AB$_2$/BX$_2$

The potentials at which both phases are in equilibrium lie on a line with the direction

$$
(1,2,0)\times(0,1,2)=(4,-2,1).
$$

Division by $-2$ makes $\mu_B$ the parameter. With $t=\mu_B$ in eV, (3) gives

$$
\mu_A=-1.2-2t,\qquad \mu_X=-4.5-\tfrac12t. \tag{8}
$$

The absent phases impose these limits:

- B: $t\le0$.
- A: $-1.2-2t\le0$, so $t\ge-0.6$.
- X: $-4.5-t/2\le0$, so $t\ge-9$.
- AX$_2$: $-10.2-3t\le-8.8$, so $t\ge-0.467$.
- ABX$_4$: $-19.2-3t\le-18.0$, so $t\ge-0.4$.

The strictest limits give

$$
-0.4\ \text{eV}\le\mu_B\le0 .
$$

At the lower end ABX$_4$ appears, with $\mu=(-0.4,-0.4,-4.3)$ eV, or $(-0.0147,-0.0147,-0.1580)$ hartree. At the upper end elemental B appears, with $\mu=(-1.2,0,-4.5)$ eV, or $(-0.0441,0,-0.1654)$ hartree.

The potentials do not vary by equal amounts. The windows of $\mu_A$, $\mu_B$ and $\mu_X$ are 0.8, 0.4 and 0.2 eV wide, in the ratio of the components $4:2:1$ of $|v|$. If $\mu_X$ is the input, (3) gives

$$
\mu_B=-9.0-2\mu_X,\qquad \mu_A=-1.2-2\mu_B=16.8+4\mu_X
$$

in eV. An error in $\mu_X$ is doubled in $\mu_B$ and quadrupled in $\mu_A$. For example, $\mu_X=-4.4$ eV gives $\mu_B=-0.2$ eV and $\mu_A=-0.8$ eV.

### What this means for a cell

When the potentials move along the line (6), at fixed $G_{\rm cell}$, the excess energy changes by

$$
d(\Delta G)=-N\cdot v\,ds .
$$

If $N=a\,n_1+b\,n_2$, then $N\cdot v=0$ and $N\cdot\mu=a g_1+b g_2$. Such a cell needs no free potential. One additional X atom changes $N\cdot\mu$ by $\mu_X$, so its excess energy varies by 0.2 eV across the window. One additional A atom makes it vary by 0.8 eV.

### The oxidant activity

For the gas X$_2$, the activity $a$ relative to the elemental reference is defined by $2\mu_X=k_BT\ln a$, hence

$$
\log_{10}a=\frac{2\mu_X}{k_BT\ln10}.
$$

With $k_BT=0.08617$ eV, the window $-4.5\le\mu_X\le-4.3$ eV becomes $-45.4\le\log_{10}a\le-43.3$. Its width is $0.4/(0.08617\times2.3026)=2.0$ decades.

The limits can be read as reactions. At the lower activity limit, B + X$_2$ → BX$_2$ is in equilibrium, with reaction energy $-9.0$ eV per X$_2$. At the upper limit it is

$$
\mathrm{AB_2+3X_2\rightarrow ABX_4+BX_2},
$$

with reaction energy $-18.0-9.0+1.2=-25.8$ eV, or $-8.6$ eV per X$_2$. These are the two values of $2\mu_X$. An activity imposed at the contact within the window supplies the missing datum and fixes all three potentials. The activity of an outer atmosphere can be used for this only if the atmosphere is in equilibrium with the contact. Activities this low are not pressures of free X$_2$: at $p=1$ bar and 1000 K the ideal gas holds about $7\times10^{24}$ molecules per m$^3$, so $a\approx10^{-44}$ means far less than one molecule per m$^3$. Such a value has to be set by a buffering reaction.

## Why the free potential appears as a kink

In a closed sample of ideal compounds, an overall composition on the tie line fixes the phase amounts but not $\mu$. The energy itself is well defined there, and so is its slope along the tie line. Across a tie line in the interior of the diagram whose window has nonzero width, the slope differs between the two sides.

Suppose both ends of the window are finite. The third phases of the two adjoining triangles have opposite signs of $n_k\cdot v$, so they lie on opposite sides of the tie line. A small addition of element $i$ moves the composition into one of these triangles, or along their common edge. There $G_{\min}$ is linear, with the potentials of that triangle as slopes. Both end potentials satisfy (1) at the starting point, so the slope on adding $i$ cannot be smaller than either end value of $\mu_i$. It is therefore the larger one. On removal, the same inequality with the sign of the step reversed selects the smaller one.

For AB$_2$/BX$_2$, direct minimization gave slopes of $(-0.4,0,-4.3)$ eV on adding A, B or X, and $(-1.2,-0.4,-4.5)$ eV on removing them. These are the ends of the three windows, taken one element at a time. Neither triple is a set of potentials for the contact: they give $\mu_A+2\mu_B=-0.4$ and $-2.0$ eV instead of $-1.2$ eV. Because $v=(4,-2,1)$ has components of both signs, the end $(-0.4,-0.4,-4.3)$ combines the slopes for adding A, removing B and adding X, and the end $(-1.2,0,-4.5)$ combines the other three. An implementation that takes a central difference across the kink returns the mean of the two slopes. For small steps this is the midpoint of the window, a value that no reservoir has selected. It should compute the window (7), or the one-sided slopes paired by the signs of $v_i$.

## Three cases that need separate treatment

**A reacting contact.** For A/BX$_2$, let $t=\mu_B$ in eV. Then $\mu_A=0$ and $\mu_X=(-9.0-t)/2$. The absence of AB$_2$ requires $2t\le-1.2$, so $t\le-0.6$. The absence of ABX$_4$ requires $t+2(-9.0-t)\le-18.0$, so $t\ge0$. No value satisfies both, and A and BX$_2$ cannot coexist in equilibrium. One reaction that lowers the energy is

$$
\mathrm{3A+2BX_2\rightarrow AB_2+2AX_2},\qquad
-1.2-17.6+18.0=-0.8\ \text{eV}.
$$

Direct minimization at this composition gave the same gain. The result concerns equilibrium; a slow reaction may leave the contact in place for a long time.

**A binary edge.** For B/BX$_2$, the cross product is $(0,1,0)\times(0,1,2)=(2,0,0)$. The two phases fix $\mu_B=0$ and $\mu_X=-4.5$ eV. The free potential is that of the absent element A, and neither $\mu_B$ nor $\mu_X$ may be used as the parameter. The strictest upper limit is $\mu_A\le-1.2$ eV, from AB$_2$. There is no lower limit. In general, $\mu_i$ can serve as the parameter if $v_i\ne0$.

**Three collinear phases.** AX$_2$, BX$_2$ and ABX$_4$ satisfy

$$
(1,0,2)+(0,1,2)=(1,1,4),
$$

so their matrix has rank two. Adding the equations (3) of the first two phases demands $\mu_A+\mu_B+4\mu_X=-17.8$ eV, whereas ABX$_4$ demands $-18.0$ eV. The three cannot coexist; the reaction AX$_2$ + BX$_2$ → ABX$_4$ has energy $-0.2$ eV. If a change of $T$ or $p$ brought this energy to zero, the third equation would repeat the first two and one parameter would stay free. Counting phases without checking the rank would miss this.

## Phases of variable composition

For a solution phase, let $g(x)$ be the Gibbs energy per atom. At fixed $T$ and $p$, $g=x\cdot\mu$ and $dg=\mu\cdot dx$. The differential of the first relation is $dg=x\cdot d\mu+\mu\cdot dx$. Subtracting the second gives the Gibbs-Duhem equation

$$
x\cdot d\mu=0. \tag{9}
$$

It has the form of (4), but $x$ now changes with $\mu$. Each phase confines $\mu$ to a surface with normal $x$. Where these surfaces are smooth, two with different normals meet in a curve, and three with independent normals meet in an isolated point. Three such solutions therefore leave no continuous freedom (non-ideal phases can meet at more than one such point, each with its own compositions), while two leave one parameter, with $d\mu\propto x_1\times x_2$.

The free parameter now selects a tie line from a family. On any one tie line the two end compositions are fixed, and with them $\mu$; moving along it changes only the amounts of the phases. The statement that one potential is free on a tie line thus applies to a single line between compounds. Between solutions it applies to the two-phase region.

The two pictures are compatible. Where $g(x)$ is steeply curved in the direction in which the composition changes, a small change of composition produces a large change of $\mu$. As the composition ranges shrink, the family of tie lines closes up into what looks like one line, while its potentials still cover a finite window.

### A test with ideal solutions

In phase $\phi$, let $\mu_i=g_i^\phi+k_BT\ln x_i^\phi$, where $g_i^\phi$ is the energy of pure element $i$ in that phase. Take $g_i^\alpha=0$ and $g^\beta=(0.10,-0.10,0.02)$ eV. Equal potentials in $\alpha$ and $\beta$ give

$$
x_i^\beta=x_i^\alpha e^{-g_i^\beta/k_BT}.
$$

The three fractions $x_i^\alpha$ must make both compositions sum to one. Two conditions on three unknowns leave one free, here $x_X^\alpha$.

For $x_X^\alpha=0.15$, the ends are $(0.636,0.214,0.150)$ in $\alpha$ and $(0.199,0.682,0.119)$ in $\beta$. Minimizing the total energy and differentiating it gave $\mu=(-0.0389,-0.1330,-0.1635)$ eV with 70 % of the atoms in $\alpha$, and the same with 30 %. On the line with $x_X^\alpha=0.10$, the potentials were $(-0.0335,-0.1297,-0.1984)$ eV. Between two closely spaced lines near $x_X^\alpha=0.15$, the changes were in the ratio $-0.196:-0.117:1$, as the cross product of the end compositions predicts.

With a third phase $\gamma$, with $g^\gamma=(0.10,0.02,-0.10)$ eV, the three compositions must each sum to one. These three conditions leave no freedom and give $x^\alpha=(0.591,0.205,0.205)$. Two mixtures with different phase amounts both gave $\mu=(-0.0453,-0.1368,-0.1368)$ eV.

## Procedure for an implementation

1. Collect $n_\phi$ and $g_\phi$ for all competing compounds at the same $T$, $p$ and elemental references. A missing phase can make a window too wide or a false triangle appear stable.
2. Compute the rank of the compositions present. For rank three, solve (3), check that any further equations agree, and check (2).
3. For rank two, check that the equations agree, form $v$, choose a parameter with $v_i\ne0$, and find the window from (7). Absent phases with $n_k\cdot v=0$ set no limit on $s$ but must also satisfy (7). If one of them fails, or if the window is empty, reject the contact as an equilibrium state.
4. For a cell with $N\cdot v\ne0$, report the excess energy across the window, or at a stated activity of an element with $v_i\ne0$. If the window is unbounded, as for B/BX$_2$, report it as a function of the free potential. A single number without that datum is incomplete.
5. For phases with a wide composition range, replace the fixed $g_\phi$ by $g(x)$ and state which tie line is meant.

## Numbers as computed

```
Temperature: 1000 K; k_B T = 0.08617 eV
Model Gibbs energies per formula unit (eV):
  AB2: -1.2
  AX2: -8.8
  BX2: -9.0
  ABX4: -18.0
Stable triangles: mu_A, mu_B, mu_X (eV); share of diagram area
  A-AB2-AX2: 0.0000  -0.6000  -4.4000; share 0.4444
  B-AB2-BX2: -1.2000  0.0000  -4.5000; share 0.2222
  X-AX2-ABX4: -8.8000  -9.2000  0.0000; share 0.0556
  X-BX2-ABX4: -9.0000  -9.0000  0.0000; share 0.0556
  AB2-AX2-ABX4: -0.1333  -0.5333  -4.3333; share 0.1111
  AB2-BX2-ABX4: -0.4000  -0.4000  -4.3000; share 0.1111
Sum of area shares: 1.0000
Tie line AB2-BX2, free potential mu_B:
  mu at mu_B = 0 (eV): -1.2000  0.0000  -4.5000
  d(mu_A, mu_B, mu_X)/d(mu_B): -2.0000  1.0000  -0.5000
  window of mu_B (eV): -0.4000  0.0000
  mu at lower mu_B end (eV): -0.4000  -0.4000  -4.3000
  same in hartree: -0.01470  -0.01470  -0.15802
  mu at upper mu_B end (eV): -1.2000  0.0000  -4.5000
  same in hartree: -0.04410  0.00000  -0.16537
  energy slopes, removing A, B, X (eV): -1.2000  -0.4000  -4.5000
  energy slopes, adding A, B, X (eV): -0.4000  0.0000  -4.3000
  log10 activity of X2, lower and upper: -45.36  -43.34
  width in decades: 2.02
  B + X2 -> BX2, energy: -9.00 eV
  AB2 + 3 X2 -> ABX4 + BX2, energy: -25.80 eV
Contact A/BX2 (no stable tie line):
  mu_B must be above 0.0000 eV and below -0.6000 eV
  3 A + 2 BX2 -> AB2 + 2 AX2, energy: -0.80 eV
Edge B-BX2: mu_A at most -1.20 eV, lower end -inf
Collinear AX2, BX2, ABX4: composition rank 2
  AX2 + BX2 -> ABX4, energy: -0.20 eV
Ideal solutions, energies of pure A, B, X against alpha (eV):
  beta: 0.10  -0.10  0.02; gamma: 0.10  0.02  -0.10
Tie line 1, alpha fractions: 0.6364  0.2136  0.1500
Tie line 1, beta fractions: 0.1994  0.6817  0.1189
  mu with 70 % alpha (eV): -0.03894  -0.13302  -0.16348
  mu with 30 % alpha (eV): -0.03894  -0.13302  -0.16348
Tie line 2, alpha fractions: 0.6781  0.2219  0.1000
  mu on tie line 2 (eV): -0.03348  -0.12973  -0.19842
d(mu)/d(mu_X) between lines, minimized: -0.1964  -0.1170  1.0000
d(mu)/d(mu_X) from cross product: -0.1964  -0.1170  1.0000
Three solutions, alpha fractions: 0.5910  0.2045  0.2045
  mu with 30/30/40 % of the phases (eV): -0.04532  -0.13677  -0.13677
  mu with 50/30/20 % of the phases (eV): -0.04532  -0.13677  -0.13677
```
